# The quadratic coefficient at electron coalescence is not universal: a numerical check

```python
"""
Result under test: for two electrons in a singlet state, the average of the
wave function over directions of r = r1 - r2, at fixed R = (r1 + r2)/2, is
    f(R) * (1 + r/2 + c2(R) r^2 + c3(R) r^3 + ...),
    c2 = (1/2 - eps)/6,   eps(R) = E - 2 V(R) + (Laplacian f)/(4 f),
    c3 = c2/3 - 1/48.
The cusp 1/2 is universal; c2 depends on the state and on the surroundings.
V: external potential of one electron, E: total energy, omega: trap frequency.
Atomic units are used inside; eV and angstrom are used in the output.
"""
from math import factorial
import numpy as np
import sympy as sp
import mpmath as mp
from numpy.polynomial import Chebyshev
from numpy.polynomial.legendre import leggauss, Legendre
from scipy.constants import physical_constants
from scipy.linalg import lu_factor, lu_solve
from scipy.optimize import brentq
from scipy.special import erf

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10


def spectral_grid(n, length):
    """Chebyshev points on [0, length] and the second-derivative matrix."""
    k = np.arange(n + 1)
    x = -np.cos(np.pi * k / n)
    c = np.ones(n + 1)
    c[0] = c[-1] = 2.0
    c *= (-1.0) ** k
    d = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(n + 1))
    d -= np.diag(d.sum(axis=1))
    d *= 2 / length
    return length * (x + 1) / 2, d @ d


def taylor_at_zero(grid, values, highest):
    """Taylor coefficients of orders 0..highest at the origin."""
    p = Chebyshev.fit(grid, values, len(grid) - 1)
    return np.array([p(0.0)] + [p.deriv(k)(0.0) / factorial(k)
                                for k in range(1, highest + 1)])


def relative_state(omega, l=0, level=0):
    """Relative energy and coefficients of r, r^2, r^3 after r^l."""
    r, d2 = spectral_grid(44, np.sqrt(100 / omega))
    ri = r[1:-1]
    h = -d2[1:-1, 1:-1] + np.diag(l * (l + 1) / ri**2 + 1 / ri
                                 + omega**2 * ri**2 / 4)
    energies, vectors = np.linalg.eig(h)
    pick = np.argsort(energies.real)[level]
    u = np.zeros(len(r))
    u[1:-1] = vectors[:, pick].real
    t = taylor_at_zero(r, u, l + 4)
    return energies[pick].real, t[l + 2:l + 5] / t[l + 1]


# ---- Closed forms checked with the Hamiltonian of both electrons ----
xyz = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
dist = sp.sqrt(sum((xyz[i] - xyz[i + 3])**2 for i in range(3)))
s = sp.symbols("s", positive=True)
half, tenth = sp.Rational(1, 2), sp.Rational(1, 10)
closed = {half: (1 + s / 2) * sp.exp(-s**2 / 8),
          tenth: (1 + s / 2 + s**2 / 20) * sp.exp(-s**2 / 40)}


def local_energy(omega, centre_factor, point):
    centre2 = sum((xyz[i] + xyz[i + 3])**2 for i in range(3)) / 4
    psi = centre_factor * closed[omega].subs(s, dist) * sp.exp(-omega * centre2)
    place = dict(zip(xyz, point))
    kinetic = -sum(sp.diff(psi, q, 2).subs(place).evalf() for q in xyz) / 2
    pot = (omega**2 * sum(q**2 for q in xyz) / 2 + 1 / dist).subs(place)
    return float(kinetic / psi.subs(place).evalf() + pot.evalf())


points = [(0.3, -0.5, 0.8, 1.1, 0.4, -0.2), (-0.7, 0.2, 0.6, 0.5, 0.9, 0.3)]
hooke = {}
for omega in (half, tenth):
    eps, coef = relative_state(float(omega))
    total = eps + 1.5 * float(omega)
    for point in points:
        assert abs(local_energy(omega, 1, point) - total) < 1e-7
        excited = local_energy(omega, xyz[2] + xyz[5], point)
        assert abs(excited - total - float(omega)) < 1e-7
    exact = sp.series(closed[omega], s, 0, 4).removeO()
    for k in (1, 2, 3):
        assert abs(coef[k - 1] - float(exact.coeff(s, k))) < 1e-4
    assert abs(coef[1] - (0.5 - eps) / 6) < 1e-5
    assert abs(coef[2] - (coef[1] / 3 - 1 / 48)) < 1e-4
    hooke[omega] = (eps, total, excited, coef)
assert hooke[half][3][1] < 0 < hooke[tenth][3][1]

# ---- Other states of the same trap, and the frequency of sign change ----
eps_exc, coef_exc = relative_state(0.5, level=1)
eps_tri, coef_tri = relative_state(0.5, l=1)
assert abs(coef_exc[0] - 0.5) < 1e-5 and abs(coef_tri[0] - 0.25) < 1e-4
assert abs(coef_exc[1] - (0.5 - eps_exc) / 6) < 1e-4
assert abs(coef_tri[1] - (0.25 - eps_tri) / 10) < 1e-4
assert abs(coef_exc[1] - hooke[half][3][1]) > 0.05
omega_zero = brentq(lambda w: relative_state(w)[0] - 0.5, 0.1, 0.5)
assert abs(relative_state(omega_zero)[1][1]) < 1e-5

# ---- Zero-energy Coulomb solution and the exponential factor ----
free = lambda r: mp.hyp0f1(2, r)
residual = mp.diff(free, 0.7, 2) + 2 * mp.diff(free, 0.7) / 0.7 - free(0.7) / 0.7
assert abs(residual) < 1e-8
c2_free = float(mp.taylor(free, 0, 2)[2])
c2_exp = float(mp.taylor(lambda r: mp.exp(r / 2), 0, 2)[2])
assert abs(c2_free - 1 / 12) < 1e-10


# ---- Trap with a fixed smeared charge: the problem does not separate ----
def charged_trap(omega, charge, width, lmax, shift):
    """Ground state by inverse iteration; partial waves l = 0, 2, ..., lmax."""
    big, d2_big = spectral_grid(26, 5.5)
    rel, d2_rel = spectral_grid(36, 11.0)
    R, r = np.meshgrid(big[1:-1], rel[1:-1], indexing="ij")
    x, weight = leggauss(40)
    extra = 0.0
    for sign in (1, -1):
        d = np.sqrt((R**2 + r**2 / 4)[..., None] + sign * (R * r)[..., None] * x)
        extra = extra + charge * erf(d / width) / d
    waves = range(0, lmax + 1, 2)
    angular = [np.sqrt(l + 0.5) * Legendre.basis(l)(x) for l in waves]
    size = R.size
    kinetic = (-np.kron(d2_big[1:-1, 1:-1], np.eye(R.shape[1])) / 4
               - np.kron(np.eye(R.shape[0]), d2_rel[1:-1, 1:-1]))
    h = np.zeros((size * len(waves),) * 2)
    for a, l in enumerate(waves):
        for b in range(len(waves)):
            block = h[a * size:(a + 1) * size, b * size:(b + 1) * size]
            diag = extra @ (weight * angular[a] * angular[b])
            if a == b:
                block += kinetic
                diag = diag + (l * (l + 1) * (1 / (4 * R**2) + 1 / r**2)
                               + omega**2 * (R**2 + r**2 / 4) + 1 / r)
            block[np.arange(size), np.arange(size)] += diag.ravel()
    h[np.diag_indices_from(h)] -= shift
    factors = lu_factor(h, overwrite_a=True, check_finite=False)
    start = R * r * np.exp(-omega * (R**2 + r**2 / 4))
    v = np.zeros(size * len(waves))
    v[:size] = start.ravel()
    v /= np.linalg.norm(v)
    for _ in range(45):
        w = lu_solve(factors, v, check_finite=False)
        energy = shift + 1 / (v @ w)
        v = w / np.linalg.norm(w)
    v *= np.sign(v[:size].sum())
    assert v[:size].min() > -1e-5 * v[:size].max()
    tables = []
    for a in (0, 1):
        u = np.zeros((len(big), len(rel)))
        u[1:-1, 1:-1] = v[a * size:(a + 1) * size].reshape(R.shape)
        rows = np.array([taylor_at_zero(rel, row, 4) for row in u])
        tables.append([Chebyshev.fit(big, rows[:, k], len(big) - 1)
                       for k in range(5)])
    return energy, tables


def pair_coefficients(solution, omega, charge, width, R):
    """Measured cusp, c2, c3, angular r^2 term, and eps from its formula."""
    energy, (swave, dwave) = solution
    f_times_R = swave[1](R)
    cusp, c2, c3 = (swave[k](R) / f_times_R for k in (2, 3, 4))
    angular = np.sqrt(5) * dwave[3](R) / f_times_R
    potential = omega**2 * R**2 / 2 + charge * erf(R / width) / R
    eps = energy - 2 * potential + swave[1].deriv(2)(R) / (4 * f_times_R)
    return cusp, c2, c3, angular, eps


charge, width = -1.0, 0.5 / ANG
places = (0.2, 0.5, 1.0)
control = charged_trap(0.5, 0.0, width, 2, 1.5)
coarse = charged_trap(0.5, charge, width, 2, 0.0)
fine = charged_trap(0.5, charge, width, 4, 0.0)
assert abs(control[0] - hooke[half][1]) < 1e-6
table, wave_change = [], 0.0
for place in places:
    R = place / ANG
    plain = pair_coefficients(control, 0.5, 0.0, width, R)
    assert abs(plain[1] - hooke[half][3][1]) < 1e-4 and abs(plain[3]) < 1e-4
    cusp, c2, c3, angular, eps = pair_coefficients(fine, 0.5, charge, width, R)
    assert abs(cusp - 0.5) < 1e-4
    assert abs(c2 - (0.5 - eps) / 6) < 1e-4
    assert abs(c3 - (c2 / 3 - 1 / 48)) < 1e-3
    rough = pair_coefficients(coarse, 0.5, charge, width, R)[1]
    wave_change = max(wave_change, abs(c2 - rough))
    table.append((place, cusp, c2, c3, angular, eps))
assert wave_change < 1e-3
assert abs(table[0][2] - table[-1][2]) > 0.01
assert abs(table[1][4]) > 1e-3

# ---- Point nucleus: first-order three-particle form near R = 0 ----
Rs, Z, E = sp.symbols("R Z E", positive=True)
f = 1 - 2 * Z * Rs
laplacian = sp.diff(Rs**2 * sp.diff(f, Rs), Rs) / Rs**2
c2_nucleus = sp.Rational(1, 12) + (-laplacian / (4 * f) - 2 * Z / Rs - E) / 6
limit_formula = float(sp.limit(sp.expand(sp.simplify(Rs * c2_nucleus)), Rs, 0) / Z)
x, weight = leggauss(40)
R0, r0 = 0.01, 0.002
mean_sum = sum(weight @ np.sqrt(R0**2 + r0**2 / 4 + sg * R0 * r0 * x) / 2
               for sg in (1, -1))
limit_direct = -(mean_sum - 2 * R0) / r0**2 * R0
assert abs(limit_direct - limit_formula) < 1e-6

# ---- Output ----
print("Universal cusp, singlet: %.4f 1/angstrom" % (0.5 / ANG))
print("c2 of zero-energy Coulomb solution: %.4f angstrom^-2" % (c2_free / ANG**2))
print("c2 of exp(r/2), r in bohr: %.4f angstrom^-2" % (c2_exp / ANG**2))
r_test = 0.5
for name, omega in (("A", half), ("B", tenth)):
    eps, total, excited, coef = hooke[omega]
    print("Hooke atom %s: hbar*omega = %.4f eV" % (name, float(omega) * EV))
    print("  relative energy eps = %.4f eV" % (eps * EV))
    print("  total energy = %.4f eV" % (total * EV))
    print("  total energy, centre of mass excited = %.4f eV" % (excited * EV))
    print("  measured cusp = %.4f 1/angstrom" % (coef[0] / ANG))
    print("  c2 = %.5f bohr^-2 = %.4f angstrom^-2" % (coef[1], coef[1] / ANG**2))
    print("  c3 = %.4f angstrom^-3" % (coef[2] / ANG**3))
    b = r_test / ANG
    print("  phi(r)/phi(0) at r = %.1f angstrom: exact %.4f, linear %.4f, "
          "quadratic %.4f" % (r_test, float(closed[omega].subs(s, b)),
                              1 + b / 2, 1 + b / 2 + coef[1] * b**2))
print("c2 changes sign at eps = %.4f eV, hbar*omega = %.4f eV"
      % (0.5 * EV, omega_zero * EV))
print("Trap A, excited relative s state: eps = %.4f eV, c2 = %.4f angstrom^-2"
      % (eps_exc * EV, coef_exc[1] / ANG**2))
print("Trap A, l=1 triplet: eps = %.4f eV, cusp = %.4f 1/angstrom, "
      "c2 = %.4f angstrom^-2" % (eps_tri * EV, coef_tri[0] / ANG,
                                 coef_tri[1] / ANG**2))
print("Trap A plus fixed charge: q = %.1f e, width a = %.2f angstrom"
      % (-charge * -1, width * ANG))
print("  total energy = %.3f eV (without charge %.3f eV)"
      % (fine[0] * EV, control[0] * EV))
for place, cusp, c2, c3, angular, eps in table:
    print("  R = %.1f angstrom: cusp = %.4f 1/angstrom, eps = %.3f eV"
          % (place, cusp / ANG, eps * EV))
    print("    c2 = %.3f angstrom^-2, c3 = %.2f angstrom^-3, "
          "P2 term d = %.3f angstrom^-2"
          % (c2 / ANG**2, c3 / ANG**3, angular / ANG**2))
print("  largest change of c2 on adding l=4: %.1e angstrom^-2"
      % (wave_change / ANG**2))
print("Point nucleus, R -> 0: a0*R*c2/Z = %.5f (dimensionless)" % limit_direct)
print("all assertions hold")
```

It prints:

```
Universal cusp, singlet: 0.9449 1/angstrom
c2 of zero-energy Coulomb solution: 0.2976 angstrom^-2
c2 of exp(r/2), r in bohr: 0.4464 angstrom^-2
Hooke atom A: hbar*omega = 13.6057 eV
  relative energy eps = 34.0142 eV
  total energy = 54.4228 eV
  total energy, centre of mass excited = 68.0285 eV
  measured cusp = 0.9449 1/angstrom
  c2 = -0.12500 bohr^-2 = -0.4464 angstrom^-2
  c3 = -0.4218 angstrom^-3
  phi(r)/phi(0) at r = 0.5 angstrom: exact 1.3170, linear 1.4724, quadratic 1.3608
Hooke atom B: hbar*omega = 2.7211 eV
  relative energy eps = 9.5240 eV
  total energy = 13.6057 eV
  total energy, centre of mass excited = 16.3268 eV
  measured cusp = 0.9449 1/angstrom
  c2 = 0.02500 bohr^-2 = 0.0893 angstrom^-2
  c3 = -0.0844 angstrom^-3
  phi(r)/phi(0) at r = 0.5 angstrom: exact 1.4836, linear 1.4724, quadratic 1.4948
c2 changes sign at eps = 13.6057 eV, hbar*omega = 4.3219 eV
Trap A, excited relative s state: eps = 59.5961 eV, c2 = -1.0059 angstrom^-2
Trap A, l=1 triplet: eps = 43.8010 eV, cusp = 0.4724 1/angstrom, c2 = -0.4855 angstrom^-2
Trap A plus fixed charge: q = -1.0 e, width a = 0.50 angstrom
  total energy = 18.692 eV (without charge 54.423 eV)
  R = 0.2 angstrom: cusp = 0.9449 1/angstrom, eps = 49.612 eV
    c2 = -0.788 angstrom^-2, c3 = -0.64 angstrom^-3, P2 term d = 0.020 angstrom^-2
  R = 0.5 angstrom: cusp = 0.9449 1/angstrom, eps = 45.649 eV
    c2 = -0.701 angstrom^-2, c3 = -0.58 angstrom^-3, P2 term d = 0.094 angstrom^-2
  R = 1.0 angstrom: cusp = 0.9449 1/angstrom, eps = 39.636 eV
    c2 = -0.569 angstrom^-2, c3 = -0.50 angstrom^-3, P2 term d = 0.158 angstrom^-2
  largest change of c2 on adding l=4: 5.3e-05 angstrom^-2
Point nucleus, R -> 0: a0*R*c2/Z = -0.16667 (dimensionless)
all assertions hold
```
